# Roughness matrix elements between the modes of a hard-walled circular wire: verification in Python

```python
"""
Result under test: in a hard-walled circular wire of radius R whose wall is
moved to R + delta(phi, z), the first-order element between transverse modes is
    |W_ab| = hbar^2 x_a x_b |delta_l| / (m R^3),   l = m_a - m_b,
x_a     : Bessel zero of mode a = (m_a, n_a)
delta_l : azimuthal Fourier component (1/2pi) int delta exp(-i l phi) dphi
For delta = A cos(l phi + q z) joining two modes of equal energy, the harmonic
is A/2 and the levels at fixed Bloch wavenumber split by 2|W_ab|.
The splitting is computed independently from waves vanishing on the rough wall.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, jvp, iv, kve, jn_zeros


def zero(mode):
    return jn_zeros(abs(mode[0]), mode[1])[-1]


def element(hbar2_over_m, mode_a, mode_b, radius, harmonic):
    """Magnitude of the derived matrix element."""
    return hbar2_over_m * zero(mode_a) * zero(mode_b) * harmonic / radius**3


def rough_wall_splitting(mode_a, mode_b, l, radius, amp, ka_radius,
                         order=1, backward=False):
    """Splitting of (total wavenumber)^2, without perturbation theory.

    Wave number n has azimuthal index m_a + l n and axial wavenumber k_a + n q;
    wave 0 is mode a and wave `order` is mode b in the smooth wire.
    """
    assert mode_b[0] == mode_a[0] + l * order
    ka = ka_radius / radius
    total = (zero(mode_a) / radius)**2 + ka**2
    kb = np.sqrt(total - (zero(mode_b) / radius)**2)
    if backward:
        kb = -kb
    q = (kb - ka) / order
    waves = np.arange(-3, order + 4)
    theta = 2 * np.pi * np.arange(64) / 64
    wall = radius + amp * np.cos(theta)

    def wall_matrix(shift):
        columns = []
        for n in waves:
            m = abs(mode_a[0] + l * n)
            kappa2 = total + shift - (ka + n * q)**2
            kappa = np.sqrt(abs(kappa2))
            if kappa2 > 0:
                value = jv(m, kappa * wall)
            else:
                value = iv(m, kappa * wall) / iv(m, kappa * radius)
            columns.append([np.mean(value * np.cos((n - p) * theta))
                            for p in waves])
        return np.array(columns).T

    step = 1e-5 / radius**2

    def nearest_roots(shift, count):
        slope = (wall_matrix(shift + step) - wall_matrix(shift - step)) / (2 * step)
        mu = np.linalg.eigvals(np.linalg.solve(wall_matrix(shift), slope))
        mu = mu[np.argsort(-np.abs(mu))][:count]
        return (-1 / mu).real

    roots = []
    for root in nearest_roots(0.0, 2):
        for _ in range(2):
            root = root + nearest_roots(root, 1)[0]
        roots.append(root)
    return abs(roots[0] - roots[1])


# --- wall slope of normalized modes: quadrature and finite differences ---
slope_error = 0.0
for mode in [(0, 1), (1, 2), (3, 1)]:
    test_radius = 1.7
    x = zero(mode)
    norm = 2 * np.pi * quad(lambda r: jv(mode[0], x * r / test_radius)**2 * r,
                            0, test_radius)[0]
    h = 1e-5
    slope = (jv(mode[0], x * (1 + h / test_radius))
             - jv(mode[0], x * (1 - h / test_radius))) / (2 * h * np.sqrt(norm))
    expected = x / (np.sqrt(np.pi) * test_radius**2)
    slope_error = max(slope_error, abs(abs(slope) / expected - 1))
assert slope_error < 1e-6

# --- splitting for several mode pairs; here hbar^2/(2m) = 1, radius = 1 ---
cases = [((0, 1), (1, 1), 1, 6.0, False),
         ((0, 1), (1, 1), 1, 6.0, True),
         ((0, 1), (0, 2), 0, 6.0, False),
         ((1, 1), (3, 1), 2, 6.0, False),
         ((0, 2), (2, 1), 2, 4.0, False)]
small = 0.002
case_ratios = []
for a, b, l, ka_r, back in cases:
    numeric = rough_wall_splitting(a, b, l, 1.0, small, ka_r, backward=back)
    case_ratios.append(numeric / (2 * element(2.0, a, b, 1.0, small / 2)))
assert max(abs(np.array(case_ratios) - 1)) < 0.01  # higher orders in amplitude

# --- power of the radius at fixed corrugation amplitude ---
radii = np.array([1.0, 2.0, 4.0])
radius_splits = [rough_wall_splitting((0, 1), (1, 1), 1, r, small, 6.0)
                 for r in radii]
radius_power = np.polyfit(np.log(radii), np.log(radius_splits), 1)[0]
assert abs(radius_power + 3) < 0.01

# --- selection rule: l = 1 roughness joins m = 0 and m = 2 only at order A^2 ---
forbidden = [rough_wall_splitting((0, 1), (2, 1), 1, 1.0, amp, 6.0, order=2)
             for amp in (small, 2 * small)]
forbidden_power = np.log2(forbidden[1] / forbidden[0])
assert abs(forbidden_power - 2) < 0.05

# --- random roughness: double sum over the covariance on the circumference ---
sigma, corr_length = 0.1, 1.0  # nm


def harmonic_variance(radius, l):
    phi = 2 * np.pi * np.arange(400) / 400
    diff = phi[:, None] - phi[None, :]
    arc = radius * np.angle(np.exp(1j * diff))
    return sigma**2 * np.mean(np.exp(-(arc / corr_length)**2) * np.cos(l * diff))


for l in (0, 1, 3):
    closed = (sigma**2 * corr_length / (2 * np.sqrt(np.pi) * 5.0)
              * np.exp(-(l * corr_length / (2 * 5.0))**2))
    assert abs(harmonic_variance(5.0, l) / closed - 1) < 1e-6
rms_5 = np.sqrt(harmonic_variance(5.0, 1))
rms_10 = np.sqrt(harmonic_variance(10.0, 1))
random_power = np.log2(element(1.0, (0, 1), (1, 1), 10.0, rms_10)
                       / element(1.0, (0, 1), (1, 1), 5.0, rms_5))
assert abs(random_power + 3.5) < 0.02  # finite correlation length

# --- worked example, in eV and nm ---
h2m = const.hbar**2 / const.m_e / const.e * 1e18  # hbar^2/m in eV nm^2
R, fermi, work, mfp, temp, A = 5.0, 7.0, 4.5, 40.0, 300.0, 0.1
kF = np.sqrt(2 * fermi / h2m)
pairs = [((0, 1), (1, 1)), ((1, 1), (2, 1)), ((0, 1), (0, 2))]
xa, xb = zero((0, 1)), zero((1, 1))
Ea, Eb = [h2m * x**2 / (2 * R**2) for x in (xa, xb)]
ka, kb = [np.sqrt(kF**2 - (x / R)**2) for x in (xa, xb)]
W = element(h2m, (0, 1), (1, 1), R, A / 2)

# all orders in roughness, for the example's own Fermi energy
order_ratios = []
for amp in (A, 2 * A):
    numeric = rough_wall_splitting((0, 1), (1, 1), 1, R, amp, ka * R)
    first = 2 * element(2.0, (0, 1), (1, 1), R, amp / 2)
    order_ratios.append(numeric / first)

# finite wall: bound transverse states, small-roughness limit
V0 = fermi + work
strength = 2 * V0 * R**2 / h2m


def finite_wall_state(m):
    def mismatch(u):
        w = np.sqrt(strength - u**2)
        k_slope = -(kve(abs(m - 1), w) + kve(m + 1, w)) / 2
        return u * jvp(m, u) * kve(m, w) - w * k_slope * jv(m, u)
    x = zero((m, 1))
    u = brentq(mismatch, 0.8 * x, x)
    w = np.sqrt(strength - u**2)
    inside = quad(lambda s: (jv(m, u * s) / jv(m, u))**2 * s, 0, 1)[0]
    outside = quad(lambda s: (kve(m, w * s) / kve(m, w)
                              * np.exp(-w * (s - 1)))**2 * s, 1, 1.5)[0]
    return w / R, inside + outside


decay_a, norm_a = finite_wall_state(0)
decay_b, norm_b = finite_wall_state(1)
W_finite = V0 * (A / 2) / (R * np.sqrt(norm_a * norm_b))
depth = 2 / (decay_a + decay_b)
W_shifted = element(h2m, (0, 1), (1, 1), R + depth, A / 2)
assert abs(W_finite / W_shifted - 1) < 0.005  # next order in depth/R

# open modes and those with a small roughness phase x A / R
open_modes = small_phase = 0
for m in range(int(kF * R) + 1):
    zs = jn_zeros(m, 25)
    weight = 1 if m == 0 else 2
    open_modes += weight * int(np.sum(zs < kF * R))
    small_phase += weight * int(np.sum((zs < kF * R) & (zs * A / R < 0.3)))

kT = const.k * temp / const.e
broadening = h2m * kF / mfp

print("TESTS")
print(f"largest relative error of wall slope: {slope_error:.1e}")
for (a, b, l, _, back), ratio in zip(cases, case_ratios):
    way = "backward" if back else "forward"
    print(f"splitting/formula {a}->{b}, l={l}, {way}: {ratio:.5f}")
print(f"power of R at fixed amplitude: {radius_power:.4f}")
print(f"power of A for forbidden pair (0,1)->(2,1), l=1: {forbidden_power:.3f}")
print(f"power of R, random roughness, 5 to 10 nm: {random_power:.3f}")
print("EXAMPLE INPUTS")
print(f"radius R: {R:.1f} nm; corrugation amplitude A: {A:.2f} nm")
print(f"Fermi energy: {fermi:.1f} eV; work function: {work:.1f} eV")
print(f"bulk mean free path: {mfp:.0f} nm; temperature: {temp:.0f} K")
print(f"random case: rms {sigma:.2f} nm, correlation length {corr_length:.1f} nm")
print("EXAMPLE RESULTS")
print(f"hbar^2/m: {h2m:.6f} eV nm^2")
print(f"Fermi wavenumber: {kF:.3f} 1/nm; k_F R: {kF * R:.2f}")
for mode in [(0, 1), (1, 1), (2, 1), (0, 2)]:
    print(f"Bessel zero x{mode}: {zero(mode):.5f}")
print(f"transverse energy (0,1): {1e3 * Ea:.3f} meV")
print(f"transverse energy (1,1): {1e3 * Eb:.3f} meV")
print(f"axial wavenumbers (0,1), (1,1): {ka:.5f}, {kb:.5f} 1/nm")
print(f"phase-matching roughness period: {2 * np.pi / (ka - kb):.1f} nm")
print(f"harmonic A/2: {A / 2:.3f} nm")
for a, b in pairs:
    print(f"|W| {a}-{b}: {1e3 * element(h2m, a, b, R, A / 2):.4f} meV")
print(f"|W| (0,1)-(1,1) at R = {2 * R:.0f} nm: "
      f"{1e3 * element(h2m, (0, 1), (1, 1), 2 * R, A / 2):.4f} meV")
print(f"|W| (0,1)-(1,1) in joule: {W * const.e:.4e} J")
print(f"rms harmonic l=1, random, R = 5 nm: {rms_5:.5f} nm")
print(f"rms harmonic l=1, random, R = 10 nm: {rms_10:.5f} nm")
print("NEGLECTED EFFECTS")
print(f"all-order/first-order splitting, A = {A:.1f} nm: {order_ratios[0]:.4f}")
print(f"all-order/first-order splitting, A = {2 * A:.1f} nm: {order_ratios[1]:.4f}")
print(f"finite-wall decay length: {depth:.4f} nm")
print(f"finite-wall/hard-wall element: {W_finite / W:.4f}")
print(f"hard wall at R + decay length / hard wall at R: {W_shifted / W:.4f}")
print(f"bulk lifetime broadening hbar v_F/mfp: {1e3 * broadening:.2f} meV")
print(f"mode spacing (1,1)-(0,1): {1e3 * (Eb - Ea):.2f} meV")
print(f"thermal energy: {1e3 * kT:.2f} meV")
print(f"largest roughness phase k_F A: {kF * A:.3f}")
print(f"open modes (one spin): {open_modes}; with x A/R < 0.3: {small_phase}")
print("PASS")
```

It prints:

```
TESTS
largest relative error of wall slope: 2.7e-10
splitting/formula (0, 1)->(1, 1), l=1, forward: 0.99998
splitting/formula (0, 1)->(1, 1), l=1, backward: 0.99996
splitting/formula (0, 1)->(0, 2), l=0, forward: 1.00002
splitting/formula (1, 1)->(3, 1), l=2, forward: 1.00000
splitting/formula (0, 2)->(2, 1), l=2, forward: 1.00000
power of R at fixed amplitude: -3.0000
power of A for forbidden pair (0,1)->(2,1), l=1: 1.999
power of R, random roughness, 5 to 10 nm: -3.495
EXAMPLE INPUTS
radius R: 5.0 nm; corrugation amplitude A: 0.10 nm
Fermi energy: 7.0 eV; work function: 4.5 eV
bulk mean free path: 40 nm; temperature: 300 K
random case: rms 0.10 nm, correlation length 1.0 nm
EXAMPLE RESULTS
hbar^2/m: 0.076200 eV nm^2
Fermi wavenumber: 13.555 1/nm; k_F R: 67.77
Bessel zero x(0, 1): 2.40483
Bessel zero x(1, 1): 3.83171
Bessel zero x(2, 1): 5.13562
Bessel zero x(0, 2): 5.52008
transverse energy (0,1): 8.814 meV
transverse energy (1,1): 22.375 meV
axial wavenumbers (0,1), (1,1): 13.54609, 13.53295 1/nm
phase-matching roughness period: 478.0 nm
harmonic A/2: 0.050 nm
|W| (0, 1)-(1, 1): 0.2809 meV
|W| (1, 1)-(2, 1): 0.5998 meV
|W| (0, 1)-(0, 2): 0.4046 meV
|W| (0,1)-(1,1) at R = 10 nm: 0.0351 meV
|W| (0,1)-(1,1) in joule: 4.4999e-23 J
rms harmonic l=1, random, R = 5 nm: 0.02363 nm
rms harmonic l=1, random, R = 10 nm: 0.01677 nm
NEGLECTED EFFECTS
all-order/first-order splitting, A = 0.1 nm: 0.9974
all-order/first-order splitting, A = 0.2 nm: 0.9897
finite-wall decay length: 0.0576 nm
finite-wall/hard-wall element: 0.9662
hard wall at R + decay length / hard wall at R: 0.9662
bulk lifetime broadening hbar v_F/mfp: 25.82 meV
mode spacing (1,1)-(0,1): 13.56 meV
thermal energy: 25.85 meV
largest roughness phase k_F A: 1.355
open modes (one spin): 1115; with x A/R < 0.3: 51
PASS
```
